# Silicon Doping Bends Bands but Leaves the Flat-Band Oxide Offset Unchanged: verification in Python

```python
"""
Result under test: the band offset of a silicon/oxide junction, defined by
extrapolating both conduction edges to one plane, is
    offset = bare difference + dipole step - length * displacement.
Doping moves the Fermi level and the long-range bending, not the flat-band
offset. The full Poisson equation on a grid is compared with its first integral.

Symbols: u = electron potential energy (eV), zero in bulk silicon;
x = position (nm), oxide at x < 0 and silicon at x > 0;
zeta = bulk conduction edge minus Fermi level (eV);
net = donor minus acceptor density (nm^-3);
displacement = relative permittivity * du/dx in the oxide (V/nm).
A separate two-band chain tests whether moving the Fermi level in the gap
changes the electron count at an interface with and without a gap state.
All material parameters are rough typical values or round model choices.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

Q = sc.e / sc.epsilon_0 * 1e9          # V nm, elementary charge / epsilon_0
CM3 = 1e-21                            # one cm^-3 in nm^-3
K_SI, K_OX, K_ZONE = 11.7, 20.0, 6.0
GAP_SI, GAP_OX = 1.12, 5.8             # eV
M_E, M_H = 1.08, 1.0                  # density-of-states masses
T_OX, WIDTH = 4.0, 0.3                # nm
BARE, MOMENT = 1.2, 0.1               # eV, e/nm
GATE_BARRIER = 2.05                   # eV, metal Fermi level to oxide edge

STEP = Q * MOMENT / K_ZONE
LENGTH = WIDTH * (1 / K_ZONE - 1 / K_OX)
FLAT_OFFSET = BARE + STEP


def band_densities(temp):
    def density(mass):
        root = 2 * np.pi * mass * sc.m_e * sc.k * temp / sc.h**2
        return 2 * root**1.5 * 1e-27
    return density(M_E), density(M_H)


def bulk(net, temp):
    kt = sc.k * temp / sc.e
    nc, nv = band_densities(temp)
    ni2 = nc * nv * np.exp(-GAP_SI / kt)
    major = abs(net) / 2 + np.sqrt(net**2 / 4 + ni2)
    minor = ni2 / major
    n, p = (major, minor) if net > 0 else (minor, major)
    return kt, -kt * np.log(n / nc), n, p


# Grid: uniform in the oxide, slowly widening in silicon.
x_ox = np.linspace(-T_OX, 0, 1601)
x_si = np.cumsum(0.0025 * 1.01 ** np.arange(950))
x = np.concatenate((x_ox, x_si))
h = np.diff(x)
mid = (x[1:] + x[:-1]) / 2
kappa = np.where(mid > 0, K_SI, np.where(mid > -WIDTH, K_ZONE, K_OX))
link = kappa / h
volume = np.zeros_like(x)
volume[:-1] += h / 2
volume[1:] += h / 2
si_volume = np.zeros_like(x)
si_volume[:-1] += np.where(mid > 0, h / 2, 0)
si_volume[1:] += np.where(mid > 0, h / 2, 0)
inside = (x > -WIDTH - 1e-9) & (x < 1e-9)
dipole = np.where(inside, -2 * np.pi * MOMENT / WIDTH**2
                  * np.sin(2 * np.pi * (x + WIDTH) / WIDTH), 0)
PLANE = len(x_ox) - 1


def solve_grid(net, bias, sheet=0.0, temp=300.0):
    """Return bending, oxide displacement and offset from the grid solution."""
    kt, zeta, n_b, p_b = bulk(net, temp)
    gate = GATE_BARRIER - bias - zeta - BARE
    u = np.where(x < 0, -gate * x / T_OX, 0.0)
    fixed = dipole * volume
    fixed[PLANE] += sheet
    converged = False
    for _ in range(300):
        holes = p_b * np.exp(u / kt)
        electrons = n_b * np.exp(-u / kt)
        charge = si_volume * (holes - electrons + net) + fixed
        residual = np.diff(link * np.diff(u)) - Q * charge[1:-1]
        response = Q * si_volume * (holes + electrons) / kt
        bands = np.zeros((3, len(x) - 2))
        bands[0, 1:] = link[1:-1]
        bands[1] = -link[:-1] - link[1:] - response[1:-1]
        bands[2, :-1] = link[1:-1]
        change = solve_banded((1, 1), bands, -residual)
        largest = np.max(np.abs(change))
        u[1:-1] += change * min(1, 0.2 / max(largest, 1e-30))
        if largest < 1e-9:
            converged = True
            break
    assert converged
    far_ox = x < -1.0
    near_si = (x > 0.3) & (x < 1.5)
    slope, oxide_edge = np.polyfit(x[far_ox], u[far_ox], 1)
    silicon_edge = np.polyfit(x[near_si], u[near_si], 3)[-1]
    return silicon_edge, K_OX * slope, BARE + oxide_edge - silicon_edge


def solve_integral(net, bias, sheet=0.0, temp=300.0):
    """Same three quantities from the first integral and the gate condition."""
    kt, zeta, n_b, p_b = bulk(net, temp)

    def displacement(us):
        area = (kt * p_b * np.expm1(us / kt)
                + kt * n_b * np.expm1(-us / kt) + net * us)
        field = np.sqrt(max(0, 2 * Q * area / K_SI))
        return -np.sign(us) * K_SI * field - Q * sheet

    target = GATE_BARRIER - bias - zeta - FLAT_OFFSET

    def mismatch(us):
        return us - displacement(us) * (T_OX / K_OX + LENGTH) - target

    us = brentq(mismatch, -0.9, 0.9, xtol=1e-13)
    d = displacement(us)
    return us, d, FLAT_OFFSET - LENGTH * d


def compare(net, bias, sheet=0.0, temp=300.0):
    grid = solve_grid(net, bias, sheet, temp)
    formula = solve_integral(net, bias, sheet, temp)
    # Grid spacing and edge extrapolation limit agreement to below 1 meV.
    assert abs(grid[0] - formula[0]) < 1e-3
    assert abs(grid[1] - formula[1]) < 0.01 * abs(formula[1]) + 2e-3
    assert abs(grid[2] - formula[2]) < 5e-4
    return grid


# Four dopings, at zero gate bias and at flat band.
cases = [("n 1e16", 1e16), ("n 1e18", 1e18),
         ("p 1e16", -1e16), ("p 1e18", -1e18)]
rows = []
for name, density in cases:
    net = density * CM3
    zeta = bulk(net, 300.0)[1]
    us, d, offset = compare(net, 0.0)
    v_flat = GATE_BARRIER - zeta - FLAT_OFFSET
    flat = solve_grid(net, v_flat)
    assert abs(flat[0]) < 5e-4
    assert abs(flat[2] - FLAT_OFFSET) < 5e-4
    assert abs(us) > 0.25 and abs(offset - flat[2]) < 0.02
    depth = np.sqrt(2 * K_SI * abs(us) / (Q * abs(net)))
    rows.append((name, zeta, us, d, offset, v_flat, flat[2], depth))
fermi_span = max(r[1] for r in rows) - min(r[1] for r in rows)
flat_span = max(r[6] for r in rows) - min(r[6] for r in rows)
assert fermi_span > 0.9 and flat_span < 5e-4

# Fixed doping, changing field: the residual shift must follow the field.
heavy = 1e18 * CM3
v_flat_heavy = rows[1][5]
sweep = np.array([compare(heavy, v_flat_heavy + dv)
                  for dv in (-0.6, -0.3, 0.0, 0.1)])
fitted_length = -np.polyfit(sweep[:, 1], sweep[:, 2], 1)[0]
assert abs(fitted_length / LENGTH - 1) < 0.02

# A charged sheet changes bending but makes no potential step of its own.
light = 1e16 * CM3
SHEET = 0.01                            # e/nm^2
sheet_result = compare(light, 0.0, SHEET)
hot_result = compare(heavy, 0.0, temp=400.0)


# Two-band chain: a normal junction and one with two like atoms adjacent.
def chain_change(sign):
    n_ox, n_si, hopping = 300, 600, 2.0
    site = np.arange(n_ox + n_si)
    half_gap = np.where(site < n_ox, GAP_OX / 2, sign * GAP_SI / 2)
    matrix = np.diag(half_gap * (-1.0) ** site)
    matrix += hopping * (np.eye(len(site), k=1) + np.eye(len(site), k=-1))
    energy, states = np.linalg.eigh(matrix)
    kt = sc.k * 300 / sc.e
    low, high = -GAP_SI / 2 + 0.15, GAP_SI / 2 - 0.15

    def filling(level):
        return 0.5 * (1 - np.tanh((energy - level) / (2 * kt)))

    near = states[n_ox - 20:n_ox + 40] ** 2
    change = np.sum(near @ (filling(high) - filling(low)))
    gap_levels = energy[np.abs(energy) < GAP_SI / 2 - 0.01]
    return change, gap_levels


clean_change, clean_levels = chain_change(1)
faulty_change, faulty_levels = chain_change(-1)
assert len(clean_levels) == 0 and len(faulty_levels) == 1
assert abs(clean_change) < 0.01 and faulty_change > 0.8

# Sizes of effects omitted from the main model.
kt, zeta_heavy, n_heavy, _ = bulk(heavy, 300.0)
nc, _ = band_densities(300.0)


def fermi_density(eta):
    value = quad(lambda s: 2 * s * s / (1 + np.exp(s * s - eta)), 0, 8)[0]
    return 2 / np.sqrt(np.pi) * value


eta = brentq(lambda y: fermi_density(y) - n_heavy / nc, -10, 3)
degeneracy = kt * (eta - np.log(n_heavy / nc))
DONOR_DEPTH = 0.045                     # eV, rough
a = 2 / nc * np.exp(DONOR_DEPTH / kt)
ionised = (-1 + np.sqrt(1 + 4 * a * heavy)) / (2 * a)
ionisation_shift = kt * np.log(heavy / ionised)
debye = np.sqrt(K_SI * kt / (Q * heavy))
narrowing = Q / (4 * np.pi * K_SI * debye)
TRAPS = 0.01                            # states/(nm^2 eV), or 1e12/(cm^2 eV)
surface_levels = [r[1] + r[2] for r in rows]
level_span = max(surface_levels) - min(surface_levels)
trap_shift = Q * TRAPS * level_span * LENGTH
TUNNEL_MASS = 0.2
decay = np.sqrt(2 * TUNNEL_MASS * sc.m_e * FLAT_OFFSET * sc.e) / sc.hbar
tunnelling = np.exp(-2 * decay * T_OX * 1e-9)
ox_field = max(abs(r[3]) for r in rows) / K_OX * 10
BREAKDOWN = 4.0                         # MV/cm, rough
GAP_SLOPE = -0.00027                    # eV/K, rough near and above 300 K

print("INPUTS (rough or round model values)")
print(f"permittivity Si, oxide, zone: {K_SI}, {K_OX}, {K_ZONE}")
print(f"gap Si, oxide: {GAP_SI}, {GAP_OX} eV")
print(f"density masses e, h: {M_E}, {M_H} electron masses")
print(f"oxide thickness, zone width: {T_OX}, {WIDTH} nm")
print(f"bare difference, gate barrier: {BARE}, {GATE_BARRIER} eV")
print(f"dipole moment per area: {MOMENT} e/nm")
print("OFFSET")
print(f"dipole step: {STEP:.4f} eV")
print(f"flat-band conduction offset: {FLAT_OFFSET:.4f} eV")
hartree = sc.physical_constants["Hartree energy in eV"][0]
print(f"same offset: {FLAT_OFFSET / hartree:.5f} hartree")
print(f"flat-band valence offset: {GAP_OX-GAP_SI-FLAT_OFFSET:.4f} eV")
print(f"field length: {LENGTH:.4f} nm = {10*LENGTH:.3f} angstrom")
print("ZERO GATE BIAS, 300 K (doping in cm^-3)")
print("doping | Ec-EF bulk eV | bending eV | offset eV")
for r in rows:
    print(f"{r[0]} | {r[1]:.4f} | {r[2]:+.4f} | {r[4]:.4f}")
print("doping | depletion nm | Si field, oxide field MV/cm")
for r in rows:
    print(f"{r[0]} | {r[7]:.1f} | {10*r[3]/K_SI:+.4f}, {10*r[3]/K_OX:+.4f}")
print("doping | oxide edge minus bulk Si edge eV")
for r in rows:
    print(f"{r[0]} | {r[4]+r[2]:.4f}")
print("FLAT BAND: doping | gate voltage V | grid offset eV")
for r in rows:
    print(f"{r[0]} | {r[5]:+.4f} | {r[6]:.4f}")
print(f"Fermi-level span: {fermi_span:.4f} eV")
print(f"flat-band offset span: {flat_span:.1e} eV")
print("SEPARATE TESTS")
print(f"field length from bias sweep: {fitted_length:.4f} nm")
print(f"added sheet on n 1e16: {SHEET*1e14:.1e} e/cm^2")
print(f"with sheet: bending {sheet_result[0]:+.4f}, "
      f"offset {sheet_result[2]:.4f} eV")
print(f"n 1e18, 400 K: bending {hot_result[0]:+.4f}, "
      f"offset {hot_result[2]:.4f} eV")
print(f"clean chain, interface charge change: {clean_change:.5f} electrons")
print(f"faulty chain, same change: {faulty_change:.3f} electrons")
print(f"faulty state above valence edge: {faulty_levels[0]+GAP_SI/2:.3f} eV")
print("NEGLECTED EFFECTS (rough sizes; n 1e18 where doped)")
print(f"degeneracy shift of Fermi level: {degeneracy:.5f} eV")
print(f"incomplete-ionisation Fermi shift: {ionisation_shift:.4f} eV")
print(f"gap narrowing, screening estimate: {narrowing:.3f} eV")
print(f"trap effect on offset, 1e12/(cm^2 eV): {trap_shift:.4f} eV")
print(f"largest oxide field / rough breakdown: {ox_field/BREAKDOWN:.3f}")
print(f"tunnelling probability, mass {TUNNEL_MASS}: {tunnelling:.1e}")
print(f"Si gap change, 300 to 400 K: {100*GAP_SLOPE:.3f} eV")
print("no test failed")
```

Output:

```
INPUTS (rough or round model values)
permittivity Si, oxide, zone: 11.7, 20.0, 6.0
gap Si, oxide: 1.12, 5.8 eV
density masses e, h: 1.08, 1.0 electron masses
oxide thickness, zone width: 4.0, 0.3 nm
bare difference, gate barrier: 1.2, 2.05 eV
dipole moment per area: 0.1 e/nm
OFFSET
dipole step: 0.3016 eV
flat-band conduction offset: 1.5016 eV
same offset: 0.05518 hartree
flat-band valence offset: 3.1784 eV
field length: 0.0350 nm = 0.350 angstrom
ZERO GATE BIAS, 300 K (doping in cm^-3)
doping | Ec-EF bulk eV | bending eV | offset eV
n 1e16 | 0.2053 | +0.3346 | 1.5028
n 1e18 | 0.0863 | +0.3722 | 1.5149
p 1e16 | 0.9176 | -0.3603 | 1.5002
p 1e18 | 1.0367 | -0.3953 | 1.4877
doping | depletion nm | Si field, oxide field MV/cm
n 1e16 | 208.0 | -0.0309, -0.0181
n 1e18 | 21.9 | -0.3273, -0.1915
p 1e16 | 215.9 | +0.0322, +0.0188
p 1e18 | 22.6 | +0.3380, +0.1977
doping | oxide edge minus bulk Si edge eV
n 1e16 | 1.8374
n 1e18 | 1.8871
p 1e16 | 1.1399
p 1e18 | 1.0924
FLAT BAND: doping | gate voltage V | grid offset eV
n 1e16 | +0.3431 | 1.5015
n 1e18 | +0.4621 | 1.5015
p 1e16 | -0.3692 | 1.5015
p 1e18 | -0.4883 | 1.5015
Fermi-level span: 0.9504 eV
flat-band offset span: 3.5e-06 eV
SEPARATE TESTS
field length from bias sweep: 0.0351 nm
added sheet on n 1e16: 1.0e+12 e/cm^2
with sheet: bending +0.2927, offset 1.5090 eV
n 1e18, 400 K: bending +0.3348, offset 1.5140 eV
clean chain, interface charge change: 0.00182 electrons
faulty chain, same change: 0.962 electrons
faulty state above valence edge: 0.233 eV
NEGLECTED EFFECTS (rough sizes; n 1e18 where doped)
degeneracy shift of Fermi level: 0.00032 eV
incomplete-ionisation Fermi shift: 0.0070 eV
gap narrowing, screening estimate: 0.030 eV
trap effect on offset, 1e12/(cm^2 eV): 0.0012 eV
largest oxide field / rough breakdown: 0.049
tunnelling probability, mass 0.2: 1.8e-10
Si gap change, 300 to 400 K: -0.027 eV
no test failed
```
